# Steady charging of an isolated trench bottom during plasma etching, part 2

An insulating trench floor in a plasma charges until it collects equal ion and electron fluxes. The trench has width \(w\), depth \(h\) and aspect ratio \(A=h/w\). Its walls absorb every particle that touches them, and their potential is prescribed to rise linearly from zero at the mouth to the floor potential \(V\). The simplified model neglects collisions, space charge and the field above the mouth. Equal fluxes of electrons and singly charged ions enter uniformly across the mouth.

Energies and temperatures are in electronvolts, \(e\) is the elementary charge, and \(U=eV\). Electrons have temperature \(T_e\), with \(\eta=U/T_e\), and vertical energy \(sT_e\) at the mouth, where \(s\) has density \(e^{-s}\). Ions have transverse temperature \(T_i\) and vertical energy

\[
E=E_0+D\sin\theta,\qquad -\frac\pi2<\theta<\frac\pi2, \tag{10}
\]

with \(\theta\) uniform, \(E_{\min}=E_0-D\) and \(E_{\max}=E_0+D\).

From mouth to floor, the vertical energy \(\varepsilon_{\rm in}\) becomes \(\varepsilon_{\rm out}\), a gain of \(U\) for electrons and a loss of \(U\) for ions. The flight time is \(\tau=2h/(v_{\rm in}+v_{\rm out})\), with \(v\) the vertical velocity. The sideways displacement \(d\) is

\[
\frac dw=\sigma g,\qquad
\sigma=\frac{A\sqrt{2T}}{\sqrt{\varepsilon_{\rm in}}+\sqrt{\varepsilon_{\rm out}}}, \tag{8}
\]

where \(g\) is standard normal and \(T\) is the species' transverse temperature. The landing probability \(H(\sigma)\) has the small- and large-\(\sigma\) forms

\[
H\simeq1-\sigma\sqrt{2/\pi}, \tag{5}
\]

\[
H\simeq\frac{1}{\sigma\sqrt{2\pi}}. \tag{6}
\]

Averaging \(H\) over the entering particles, with reversed ions counted as zero, gives the landed fractions \(P_e(V)\), which rises with \(V\), and \(P_i(V)\), which falls. The unique steady potential satisfies

\[
P_i(V)=P_e(V). \tag{12}
\]

For \(U\) between \(E_{\min}\) and \(E_{\max}\), the fraction of ions turned back is

\[
q=\frac12+\frac1\pi\arcsin\frac{U-E_0}{D}. \tag{14}
\]

The example has \(T_e=3\) eV, \(T_i=0.1\) eV, \(E_0=40\) eV, \(D=20\) eV, \(A=5\), \(P_i(0)=0.8512\) and \(P_e(0)=0.0990\). It balances at \(V=49.90\) V with a common fraction of 0.2747, mostly by turning back slow ions. The ions not turned back have a mean mouth energy of 56.5 eV. The mean impact energy is 6.67 eV.

### Could electron attraction do it alone?

Suppose that the ion transmission stayed at its uncharged value 0.8512, and that only the electrons responded. At such high transmission \(\sigma\) is small for the electrons, and the linear form of \(H\) applies:

\[
\begin{aligned}
1-P_e&=\sqrt{\frac2\pi}\int_0^\infty e^{-s}
\frac{A\sqrt2}{\sqrt s+\sqrt{s+\eta}}\,ds\\
&=\frac{2A}{\sqrt\pi}K(\eta), \tag{15}
\end{aligned}
\]

where

\[
K(\eta)=\int_0^\infty\frac{e^{-s}}{\sqrt s+\sqrt{s+\eta}}\,ds .
\]

For large \(\eta\) the denominator is close to \(\sqrt\eta\), so \(K\simeq1/\sqrt\eta\). Setting the loss equal to \(1-0.8512=0.1488\) gives

\[
\eta\simeq\frac{4A^2}{\pi(0.1488)^2}\simeq1.44\times10^3 ,
\]

or about 4300 V. The full solution of this hypothetical problem is 4114 V. Such a potential is far above any ion energy present, so the floor never gets there: it first turns back ions. For these parameters, the picture of a potential that equalises the fluxes merely by bending trajectories is incomplete.

Within the model it would be sufficient if the ions were much less directed. With a transverse ion temperature of 20 eV, chosen for contrast and far above that of ions in a usual etching plasma, and all else unchanged, the balance falls at 6.58 V. That is below \(E_{\min}\), so no ion is turned back, and the changes in flight time are sufficient. The criterion is a comparison at the lower edge of the ion energies:

\[
P_e(E_{\min}/e)<P_i(E_{\min}/e)
\quad\Longrightarrow\quad U>E_{\min}. \tag{16}
\]

It follows at once from the opposite trends of the two curves. For the cold-ion parameters the inequality was tested and found to hold at seven aspect ratios from 0.5 to 50.

### The shallow limit

As \(A\) decreases, wall losses vanish for both species. One might expect the potential to vanish too. To see what the model says, first put \(K\) in closed form. Multiplying numerator and denominator by \(\sqrt{s+\eta}-\sqrt s\) gives

\[
\frac1{\sqrt s+\sqrt{s+\eta}}=\frac{\sqrt{s+\eta}-\sqrt s}{\eta}.
\]

The second term integrates to \(\int_0^\infty e^{-s}\sqrt s\,ds=\sqrt\pi/2\). In the first, set \(p=s+\eta\) and integrate by parts:

\[
\begin{aligned}
\int_0^\infty e^{-s}\sqrt{s+\eta}\,ds
&=e^\eta\int_\eta^\infty e^{-p}\sqrt p\,dp\\
&=\sqrt\eta+\frac{e^\eta}{2}\int_\eta^\infty\frac{e^{-p}}{\sqrt p}\,dp\\
&=\sqrt\eta+\frac{\sqrt\pi}{2}\,e^\eta\operatorname{erfc}\sqrt\eta .
\end{aligned}
\]

The last line uses \(p=r^2\). Therefore

\[
K(\eta)=\frac1\eta\left[\sqrt\eta+\frac{\sqrt\pi}{2}
\left(e^\eta\operatorname{erfc}\sqrt\eta-1\right)\right]. \tag{17}
\]

The ion wall loss at \(U=E_{\min}\) has the same form as (15), with \(K\) replaced by

\[
k_i=\left\langle\frac{\sqrt{T_i}}{\sqrt E+\sqrt{E-E_{\min}}}\right\rangle_\theta .
\]

For the example, \(K(E_{\min}/T_e)=0.2816\) and \(k_i=0.0347\). The electrons lose more to the walls, even after being accelerated through 20 V. Both losses are proportional to \(A\), so making the trench shallower does not reverse the inequality. A fraction \(q\) of the ions must still be turned back to make up the difference:

\[
q=\frac{2A}{\sqrt\pi}\,(K-k_i)+O(A^2). \tag{18}
\]

From (14), \(U=E_0-D\cos\pi q\). Since \(E_{\min}=E_0-D\),

\[
U=E_{\min}+D(1-\cos\pi q)\simeq E_{\min}+\frac{\pi^2Dq^2}{2}. \tag{19}
\]

The shift above \(E_{\min}\) is of order \(A^2\), which is why \(K\) could be evaluated at \(E_{\min}\). The corresponding shift inside the ion square root is at most \(\sqrt{U-E_{\min}}\), of order \(A\). It multiplies a wall loss already of order \(A\), and so belongs to the neglected terms.

At \(A=0.02\), equation (18) gives \(q=0.02257\times0.2469=0.00557\). Equation (19) then gives a rise of 3.065 meV above 20 eV, against 3.074 meV from the full balance. The difference is 0.3 percent of the full rise.

The limiting potential is thus 20 V, not zero. This is a property of an ideally isolated floor in the simplified model. At \(A=0\) no particle meets a wall, and every potential from zero to 20 V balances the fluxes equally well. An arbitrarily small wall loss selects the upper end, but the current that drives the floor there is proportional to \(A\). Any leakage therefore changes the limit. With a leakage conductance \(G\) per unit area and a current density \(J\) of each species at the mouth, the steady condition becomes

\[
J\,[P_i(V)-P_e(V)]=GV .
\]

At fixed \(G>0\) the left side vanishes with \(A\) for \(0\le U\le E_{\min}\), and \(V\) then tends to zero. The 20 V limit should not be applied to a nearly flat surface unless leakage is known to be smaller than this weak driving current. The neglected field above the mouth limits the result as well: when \(h\) is not large compared with \(w\), it can bring the balance below \(E_{\min}/e\) even without leakage, as the last section shows.

### The deep limit

In a very deep trench \(\sigma\) is large for both species. The large-\(\sigma\) form of \(H\), with the definition of \(\sigma\), gives

\[
H\simeq\frac{1}{\sigma\sqrt{2\pi}}
=\frac{\sqrt{\varepsilon_{\rm in}}+\sqrt{\varepsilon_{\rm out}}}{2A\sqrt{\pi T}} .
\]

Both transmissions now fall as \(1/A\), and the common factor \(1/(2A\sqrt\pi)\) cancels from the balance. For the electrons, the integrals already used for \(K\) appear with a plus sign. The condition is

\[
\begin{aligned}
&\sqrt\eta+\frac{\sqrt\pi}{2}\left(1+e^\eta\operatorname{erfc}\sqrt\eta\right)\\
&\qquad=\frac1{\sqrt{T_i}}
\left\langle\sqrt E+\sqrt{E-U}\right\rangle_{E>U}. \tag{20}
\end{aligned}
\]

The average on the right is over all ions at the mouth, with those turned back counted as zero. Its root is 56.69 V, and the full balance at \(A=3000\) gives the same value to the digits shown. The potential saturates below the 60 V set by the fastest ions, because some ions must continue to arrive to match the electrons.

Between the limits, the full balance gives:

| \(A\) | \(V\) (V) | landed fraction |
|---:|---:|---:|
| 0.5 | 21.9 | 0.846 |
| 1 | 26.4 | 0.714 |
| 2 | 36.1 | 0.525 |
| 5 | 49.9 | 0.275 |
| 10 | 54.8 | 0.147 |
| 20 | 56.2 | 0.075 |
| 50 | 56.6 | 0.030 |

Most of the change in potential occurs between aspect ratios of about 1 and 10. Beyond that the potential is nearly constant, while the landed fraction continues to fall. At the limiting potential the left side of (20) is 5.35, and division by \(2\sqrt\pi\) gives a fraction of about \(1.51/A\). At \(A=50\) this is 0.030, in agreement with the table. An uncharged floor would receive an electron fraction \(1/(2A)\), so attraction has raised the electron supply about threefold.

### How fast the floor charges

Let the floor rest on an insulator of thickness \(b\) and relative permittivity \(\epsilon_r\), above a substrate at the mouth potential. Treat the field below the floor as uniform, and let the wall potential keep its linear form while \(V\) changes. The field is \(V/b\) downward in the insulator and \(V/h\) upward in the trench. Gauss's law gives the floor charge per unit area as \(CV\), with

\[
C=\epsilon_0\left(\frac{\epsilon_r}{b}+\frac1h\right),\qquad
C\frac{dV}{dt}=J\,[P_i(V)-P_e(V)]. \tag{21}
\]

The right side is positive below the steady potential and negative above it, so the floor returns to balance from either side. Time integration confirmed this from both sides. Separating the variables gives the time to reach a potential \(V_1\) below the steady one:

\[
t=\frac CJ\int_0^{V_1}\frac{dV}{P_i(V)-P_e(V)} .
\]

The denominator vanishes at the balance, so a definite fraction of the final potential has to be named.

With \(h=1.0\) µm, \(b=0.5\) µm, \(\epsilon_r=4\) and \(J=10\) A/m², \(C=79.7\) µF/m². The initial rate is

\[
\frac{10\times(0.8512-0.0990)}{79.7\times10^{-6}}
=9.44\times10^4\ \text{V/s},
\]

or 94.4 V per millisecond. Reaching 95 percent of the steady potential takes 1.43 ms, longer than the 0.50 ms that the initial rate would suggest, because the net current shrinks on the way. The steady charge is 3.98 mC/m², about 25,000 elementary charges per square micrometre. These figures rest on the uniform field assumed below the floor. The floor is only 0.2 µm wide, less than the insulator thickness, so under an isolated trench the field spreads sideways, and the capacitance, charge and charging time can be about twice as large. Over a sheath period of 0.1 µs the initial rate changes \(V\) by about 0.01 V, which supports the use of a constant potential and time-averaged fluxes.

### What can be carried to a real trench

The numerical potential depends on the prescribed linear wall potential and on holding the whole mouth at zero. In the example the potential changes by 10 V over one trench width, so the field reaching out through the mouth raises the potential there by about 2 V. That is not small beside \(T_e=3\) eV, and it matters to the ions as well, because the field near the mouth also has a sideways part. By Laplace's equation and symmetry, the sideways field summed along a straight vertical path at distance \(x\) from the axis is \(xV/h\), directed outward. The mouth therefore acts as a diverging lens for ions. With the flight time used for (8), the resulting displacement at the floor is about

\[
\frac{U}{\sqrt E\,(\sqrt E+\sqrt{E-U})}\;x ,
\]

or \(0.66\,x\) for the representative ion of 56.5 eV at 49.9 V. Such an ion is lost to a wall if it enters more than about \(0.3\,w\) from the axis, even without thermal spread. When this field is included, with the walls still at their linear potential and the equal ion and electron fluxes prescribed far above the mouth, the balance of the example falls to roughly 42 V and the mean impact energy rises to roughly 12 eV. Ions with too little energy still cannot reach the floor, but the sideways loss of faster ions is no longer a small part of the reduction in flux. The potentials tabulated for moderate \(A\) are values of the simplified model and not predictions for a real trench. Insulating walls must satisfy their own current balance, and their fields can deflect particles sideways. If they reduced \(P_e\) at every floor potential without changing \(P_i\), the crossing would move upward. Whether a given trench behaves in this way requires a calculation of its walls. The same applies to variation across an insulating floor, where charge must balance point by point and not just in total. Secondary emission, reflected particles and leakage add further currents.

One bound does not need the linear field. In any static potential, an ion cannot reach a point where \(U\) exceeds the total kinetic energy it had where the potential was zero, above the trench, transverse part included. If electrons still reach that point, and there is no other source of positive current, the point cannot be steady above the largest such energy. With Gaussian transverse velocities, as used here, there is no strict largest energy, so the ceiling is only approximate; for \(T_i=0.1\) eV, however, transverse energies of more than a few electronvolts are extremely rare. The position of the potential below this ceiling depends on geometry and on both velocity distributions.

For the initial decision, criterion (16) is a useful first test when the trench is several times deeper than it is wide. If it holds clearly for an isolated floor, as in the example, a calculation that keeps the mouth energy will miss the reversal of slow ions and overestimate the impact energy of the rest. In a shallower trench (16) is not enough, because the field at the mouth draws in electrons and spreads the ions. For the example's plasma at \(A=1\), including this field lowers the balance from 26 V to roughly 12 V. That is below \(E_{\min}/e\), so no ion is turned back although (16) holds. If (16) fails, no ion is turned back in the simplified model, but the floor potential can still change the impact energy and the fluxes, so (12) should be solved before charging is ignored. The values behind the simplified example and its limits are collected in the numerical output.

## Values computed for the example and the checks

```
Electron temperature Te: 3.0 eV
Transverse ion temperature Ti: 0.1 eV
Ion energy centre E0, half-range D: 40, 20 eV
Ion energy limits Emin, Emax: 20, 60 eV
Aspect ratio A: 5
Width, depth: 0.2, 1.0 micrometre
Uncharged electron fraction: 0.0990
Uncharged ion fraction: 0.8512
Isotropic-ion control, sampled fraction: 0.0993
Electron fraction at Emin: 0.2011
Ion fraction at Emin: 0.8049
Steady bottom potential: 49.90 V
Steady common fraction: 0.2747
Sampled electron fraction at steady V: 0.2745
Sampled ion fraction at steady V: 0.2748
Ions turned back at steady V: 0.6648
Ions lost to walls, not turned back: 0.0605
Mean vertical impact energy, uncharged: 40.47 eV
Mean vertical impact energy, steady: 6.67 eV
Potential needed by attraction alone: 4114 V
Hot-ion contrary case, Ti: 20 eV
Hot-ion steady potential: 6.58 V
A = 0.5: V = 21.86 V, fraction = 0.8461
A = 1: V = 26.36 V, fraction = 0.7136
A = 2: V = 36.07 V, fraction = 0.5247
A = 5: V = 49.90 V, fraction = 0.2747
A = 10: V = 54.80 V, fraction = 0.1470
A = 20: V = 56.22 V, fraction = 0.0749
A = 50: V = 56.61 V, fraction = 0.0301
Shallow test A: 0.02
K at Emin, ion counterpart: 0.2816, 0.0347
Shallow turned-back fraction q: 0.00557
Rise above Emin, limit formula: 3.065 meV
Rise above Emin, full balance: 3.074 meV
Deep-trench limit: 56.688 V
Full balance at A = 3000: 56.688 V
Current density of each species: 10 A/m^2
Insulator thickness: 0.5 micrometre
Insulator relative permittivity: 4
Capacitance per area C: 79.69 microfarad/m^2
Initial charging rate: 94.40 V/ms
Time to 95 percent of steady V: 1.433 ms
Steady surface charge: 3.976 mC/m^2
Elementary charges per area: 24819 per micrometre^2
```
